\section*{Occupation matrix control with Givens-sampled trials, demonstrated on a t2g model}

\section{The decision and the risk}

Suppose a DFT+U calculation must decide which of two crystal structures, magnetic orders or defect sites is lower in energy, and the difference is a few tens of meV. If one of the two runs has converged with its localized electron in the wrong orbital, the difference contains an orbital excitation energy and the decision may be reversed. Convergence of the self-consistent cycle does not exclude this, because several occupation matrices can be self-consistent.

Occupation matrix control treats the starting orbital as a search variable. During the first iterations the Hubbard potential is built from a prescribed trial matrix, while everything else relaxes. The trial is then released, and the run converges without constraint. The procedure is repeated for many trial orientations, and the lowest released energy is kept. The scheme is derived here for a model small enough that its minima can also be found by a direct search.

\section{Model and potential}

One electron of fixed spin occupies three $t_{2g}$ orbitals. Spin-orbit coupling is absent and the occupation matrix $n$ is real symmetric, with $\operatorname{Tr}n=1$ and eigenvalues between 0 and 1. The crystal field is a real symmetric matrix $h$. The surrounding ligand cage has three distortions $q_m$, each coupled to the occupation of one orbital, with strength $g>0$. The $q_m$ are dimensionless and scaled so that $q_m=n_{mm}$ at equilibrium. With the rotationally invariant Hubbard term of strength $U>0$, the energy is
\begin{equation}
E(n,q)=\operatorname{Tr}(hn)+\frac U2\operatorname{Tr}(n-n^2)
-g\sum_m q_m n_{mm}+\frac g2\sum_m q_m^2 .
\label{energy}
\end{equation}
The cage stands for the slow part of a real calculation, namely the ions or the remaining charge density.

Since $d\operatorname{Tr}n^2=2\operatorname{Tr}(n\,dn)$, the derivative with respect to $n$ is the one-electron Hamiltonian
\begin{equation}
H(n,q)=h+U\left(\tfrac12-n\right)-g\operatorname{diag}(q).
\label{ham}
\end{equation}
An occupied orbital is lowered by $U/2$ and an empty one is raised by $U/2$, so the potential favours the orbital from which it was built. One iteration fills the lowest eigenvector of $H$, giving $n'$, and then moves the cage by
\begin{equation}
q'=q+\eta\,(d'-q),\qquad d'_m=n'_{mm},\qquad 0<\eta\le1 .
\label{cage}
\end{equation}

\section{What has to be found}

Setting $\partial E/\partial q_m=0$ gives $q_m=n_{mm}$. Inserting this in (\ref{energy}) combines the last two terms into $-g\sum n_{mm}^2+\frac g2\sum n_{mm}^2$, so
\begin{equation}
E(n)=\operatorname{Tr}(hn)+\frac U2\operatorname{Tr}(n-n^2)-\frac g2\sum_m n_{mm}^2 .
\end{equation}
Both quadratic terms are negative, hence $E(n)$ is strictly concave. Write $n=\sum_k w_kP_k$ with its eigenprojectors $P_k$ and eigenvalues $w_k$, which sum to one. Concavity gives $E(n)\ge\sum_k w_kE(P_k)$, with equality only if a single $w_k$ is nonzero. A global minimum is therefore a projector $n=cc^T$ with a unit vector $c$. For a projector $n^2=n$, the Hubbard energy vanishes, and
\begin{equation}
E(c)=c^Thc-\frac g2\sum_m c_m^4 .
\label{ec}
\end{equation}
In this model $U$ therefore does not rank the integer-occupied states. It controls how the iteration moves between them.

Complex orbitals cannot go lower if $h_{12}h_{23}h_{31}<0$. At fixed $|c_m|$, each off-diagonal pair contributes at least $-2|h_{ij}||c_i||c_j|$. Real signs reach all three bounds together if $\operatorname{sgn}(c_ic_j)=-\operatorname{sgn}h_{ij}$ for every pair. The product of the three left sides is $+1$, which requires the product of the three $h_{ij}$ to be negative.

\section{Minima, saddles and slow escape}

Take first a diagonal field with levels $e_m$. Rotate the electron from orbital $i$ towards $j$ by an angle $\theta$, and set $s=\sin^2\theta$ and $\delta=e_i-e_j$. The occupations are $1-s$ and $s$. The field energy changes by $-\delta s$, and the cage energy is
\begin{equation}
-\frac g2\left[(1-s)^2+s^2\right]=-\frac g2+g\,s(1-s).
\end{equation}
Hence
\begin{equation}
\Delta E=-\delta s+g\,s(1-s)=(g-\delta)s-g s^2 .
\label{barrier}
\end{equation}
The starting orbital is stable against this rotation if $\delta<g$. For $|\delta|<g$ the maximum lies at $s=(g-\delta)/(2g)$, inside the path, and its height is $(g-\delta)^2/(4g)$. With $g=0.6$ eV and $\delta=0.3$ eV this is $0.09/2.4=0.0375$ eV. For $g\to0$ the barrier disappears: in this model true metastability comes from the cage.

The iteration adds a second kind of trap. Let the electron be in $i$ with a small tilt $\theta$ towards $j$. To first order, (\ref{ham}) gives
\begin{align}
H_{ii}&=e_i-\tfrac U2-gq_i, & H_{jj}&=e_j+\tfrac U2-gq_j, & H_{ij}&=-U\theta .
\end{align}
First-order perturbation theory gives the new tilt $\theta'=-H_{ij}/(H_{jj}-H_{ii})$, so
\begin{equation}
\frac{\theta'}{\theta}=\frac{U}{U-\delta+g(q_i-q_j)} .
\label{growth}
\end{equation}
With the cage adapted to $i$, $q_i-q_j=1$ and the denominator is $U+g-\delta$. There are three regimes:
\begin{itemize}
\item For $\delta<g$ the tilt shrinks.
\item For $g<\delta<U+g$ the tilt grows, but an exactly symmetric start has $\theta=0$ and stays on the saddle.
\item For $\delta>U+g$ orbital $i$ is no longer the lowest level of its own potential, and the filling rule leaves it at once.
\end{itemize}

For $U=3$ eV, $g=0.6$ eV and $\delta=0.9$ eV the factor is $3/2.7=1.11$. A tilt of $10^{-3}$ lowers the energy by $(\delta-g)\theta^2=3\times10^{-7}$ eV, and one iteration changes this by the fraction $1.11^2-1\approx0.23$, or about $7\times10^{-8}$ eV. An energy threshold of $10^{-6}$ eV would accept this saddle as converged. Large $U$ makes the escape slower, because the factor exceeds one by only about $(\delta-g)/U$.

For a general field, a stationary $c$ obeys $H_0c=\varepsilon_0c$ with $H_0=h-g\operatorname{diag}(c_m^2)$. Displace it to $(c+\epsilon v)/\sqrt{1+\epsilon^2}$, where $v$ is a unit vector orthogonal to $c$. The linear term is $2\epsilon v^TH_0c=0$. The normalization multiplies the quadratic form by $1-\epsilon^2$ and the quartic sum by $1-2\epsilon^2$, so the coefficient of $\epsilon^2$ is
\begin{align}
\kappa(v)&=v^Thv-c^Thc-\frac g2\Big(6\sum_m c_m^2v_m^2-2\sum_m c_m^4\Big)\nonumber\\
&=v^Thv-3g\sum_m c_m^2v_m^2-\varepsilon_0\nonumber\\
&=v^T(H_0-\varepsilon_0)v-2g\sum_m c_m^2v_m^2 ,
\label{curv}
\end{align}
where $\varepsilon_0=c^Thc-g\sum c_m^4$ was used. If $\kappa(v)>0$ for all tangent $v$, the state is a local minimum. A positive gap in $H_0$ alone is not sufficient, because the cage response subtracts the last term.

\section{Hold and release}

During the hold, $n$ in (\ref{ham}) is replaced by the trial $n_t=c_tc_t^T$. Let $A=h-g\operatorname{diag}(q)$, with eigenvalue spread $W$. The output $c$ minimizes $x^T(A-Un_t)x$ over unit vectors, so comparison with $c_t$ gives
\begin{equation}
c^TAc-U\,c^Tn_tc\le c_t^TAc_t-U
\quad\Rightarrow\quad
1-c^Tn_tc\le\frac{c_t^TAc_t-c^TAc}{U}\le\frac WU .
\label{hold}
\end{equation}
The hold is reliable if $U$ is large compared with the splitting that opposes it. Meanwhile the cage adapts. For a steady output, (\ref{cage}) reduces the memory of the old cage to $(1-\eta)^K$ after $K$ steps.

After release the potential follows the current $n$. Because (\ref{energy}) is quadratic in $n$,
\begin{equation}
E(n',q)=E(n,q)+\operatorname{Tr}[H(n'-n)]-\frac U2\operatorname{Tr}(n'-n)^2 .
\end{equation}
The filling rule makes the middle term nonpositive, and the last term is never positive. For the cage step, complete the square: the $q$-dependent energy is $\frac g2\sum(q_m-d'_m)^2$ plus a constant. The step multiplies each difference by $1-\eta$, which lowers this energy unless it is already zero. The energy therefore never rises after release. It is bounded below, so the changes in $n$ and the mismatch between $q$ and the occupations tend to zero, and every limit point is self-consistent.

A saddle can still be a limit for special starts. It is unstable, however: a state displaced along a descending direction, with its cage adapted, lies below the saddle energy and cannot return. The descent proof uses the concavity of this model and the complete filling of one level. A full density functional with charge mixing or smearing has no such guarantee.

Energies from the held stage should not be ranked. The potential there is not the derivative of the energy at the output matrix, so the held state is not stationary, and its energy includes the distance to the minimum it later reaches. The trial followed at the end of the worked example has $-0.269$ eV at release, above minima 2 and 3, and still ends in the global minimum.

\section{Sampling orientations}

Define the Givens rotation $G_{ij}(\theta)$ by $e_i\to\cos\theta\,e_i+\sin\theta\,e_j$ and $e_j\to-\sin\theta\,e_i+\cos\theta\,e_j$. The trial is
\begin{equation}
n_t=R\operatorname{diag}(1,0,0)R^T,\qquad R=G_{12}(\alpha)G_{13}(\chi)G_{23}(\gamma).
\end{equation}
The rightmost factor leaves $e_1$ unchanged, so $\gamma$ is redundant for one electron. The other two give
\begin{equation}
c_t=(\cos\alpha\cos\chi,\ \sin\alpha\cos\chi,\ \sin\chi).
\end{equation}
The area element on the sphere is $\cos\chi\,d\alpha\,d\chi=d\alpha\,d(\sin\chi)$. Uniform coverage thus needs $\alpha$ uniform in $[0,2\pi)$ and $\sin\chi$ uniform in $[-1,1]$. Then $\langle c_3^4\rangle=\frac12\int_{-1}^1x^4dx=\frac15$. A uniform $\chi$ gives $\langle\sin^4\chi\rangle=\frac38$ instead, and favours orbital 3.

For $N$ electrons in $M$ orbitals there are $M(M-1)/2$ Givens angles, but only the $N(M-N)$ rotations between filled and empty orbitals change $n_t$ to first order. Uniform trials are obtained by orthonormalizing $N$ vectors with independent normal components of equal variance, because their distribution is unchanged by rotations.

If one trial reaches the global minimum with probability $p$, then $T$ independent trials all miss it with probability $(1-p)^T$. Success with probability 99\% needs
\begin{equation}
T\ge\frac{\ln0.01}{\ln(1-p)} .
\label{trials}
\end{equation}

\section{Pseudocode and cost}

\begin{verbatim}
for each trial:
    draw alpha in [0, 2 pi), x in [-1, 1]; chi = asin(x)
    c = (cos alpha cos chi, sin alpha cos chi, sin chi)
    nt = c c^T;  q = starting cage
    repeat K times:                        # hold
        n = fill_lowest(h + U(1/2 - nt) - g diag(q))
        q = q + eta (diag(n) - q)
    repeat:                                # release
        new = fill_lowest(h + U(1/2 - n) - g diag(q))
        r = max(|new - n|, |diag(new) - q|)
        n = new;  q = q + eta (diag(n) - q)
    until r < tolerance
    store E(n, diag(n)) and n
return the lowest stored energy and its n
\end{verbatim}

The cost is $T(K+K_r)$ iterations, where $K_r$ is the mean number after release. The trials are independent and can run in parallel. In a full calculation, building the trial potential is a small matrix operation on each correlated site, and the rest of the iteration is unchanged.

With $S$ sites that choose their orbitals independently, the success probability per trial falls to $p^S$. Coupled sites need their own estimate.

\section{Worked example}

Take $U=3$ eV, $g=0.6$ eV, $\eta=0.05$ and
\begin{equation}
h=\begin{pmatrix}0&-0.002&-0.002\\-0.002&0.020&-0.040\\-0.002&-0.040&0.030\end{pmatrix}\ \text{eV}.
\end{equation}
The product of the off-diagonal elements is negative, so real orbitals suffice. Direct quasi-Newton minimization of (\ref{ec}) from 40 random directions finds three minima, apart from the sign of $c$. In a search space of two angles this is strong numerical evidence for a complete list, though not a proof.

\begin{center}
\begin{tabular}{cccc}
Minimum & $E$ (eV) & $(c_1^2,c_2^2,c_3^2)$ & lowest $\kappa$ (eV/rad$^2$)\\
1 & $-0.3000$ & $(1.000,\,0.000,\,0.000)$ & 0.585\\
2 & $-0.2826$ & $(0.000,\,0.996,\,0.004)$ & 0.580\\
3 & $-0.2727$ & $(0.000,\,0.005,\,0.995)$ & 0.569
\end{tabular}
\end{center}

The energies can be understood by hand. An electron in orbital 1 has $-g/2=-0.300$ eV. In orbital 2 it has $0.020-0.300=-0.280$ eV. A small tilt $\theta$ towards orbital 3 adds $-2(0.040)\theta+0.61\,\theta^2$, since $g-\delta=0.6+0.01$ eV. The minimum of this expression is $-0.040^2/0.61=-0.0026$ eV, which gives $-0.2826$ eV. Minimum 2 lies 17.4 meV, or 1.68 kJ/mol, above minimum 1.

\subsection{Starts that miss the minimum}

An uncontrolled start with $n=\frac13\mathbf 1$ and $q_m=\frac13$ adds only a constant to $h$. The first iteration therefore fills the lowest eigenvector of $h$. Without the weak coupling to orbital 1, the lower level of orbitals 2 and 3 is
\begin{equation}
0.025-\sqrt{0.005^2+0.040^2}=-0.015\ \text{eV},
\end{equation}
below orbital 1 at zero. The bare field thus prefers a mixture of orbitals 2 and 3, whereas the relaxed cage prefers a single orbital. The run converges to minimum 2.

Diagonal trials can fail as well if the projector basis is not aligned with the cage. Consider the orthonormal basis
\begin{equation}
\left(\tfrac1{\sqrt3},\tfrac1{\sqrt2},\tfrac1{\sqrt6}\right),\quad
\left(\tfrac1{\sqrt3},-\tfrac1{\sqrt2},\tfrac1{\sqrt6}\right),\quad
\left(\tfrac1{\sqrt3},0,-\tfrac2{\sqrt6}\right).
\end{equation}
Each vector has weight $\frac13$ on orbital 1 and a larger weight on another orbital. Filling them one at a time, with a hold of 60 iterations from the cage of minimum 2, leads to minima 2, 2 and 3. All three trials miss the global minimum.

\subsection{Sampled trials}

Now 300 uniformly sampled trials start from the cage of minimum 2, as if each run reused an earlier converged calculation. The same trials are run with a hold of 60 iterations and with the trial used only as the initial $n$.

\begin{center}
\begin{tabular}{lccc}
Runs ending in minimum & 1 & 2 & 3\\
Hold of 60 iterations & 106 & 100 & 94\\
Initial matrix only & 27 & 252 & 21
\end{tabular}
\end{center}

The lowest energy with the hold is $-0.3000$ eV, the global minimum found by direct search. The difference between the rows follows from (\ref{growth}). For an electron in orbital 1 and the old cage around orbital 2, $q_1-q_2\approx-1$ and $\delta=-0.02$ eV. Neglecting off-diagonal fields, the tilt factor is $3/(3+0.02-0.6)=1.24$ at the first iteration. The factor falls as the cage adapts: while the electron stays near orbital 1, $q_1-q_2\approx1-2(0.95)^k$ after $k$ steps, and the factor drops below one once $g(q_1-q_2)>\delta$, after about 13 iterations. The accumulated growth over this time is a factor of about 3.6, and the old cage pulls back a trial tilted by more than about $9^\circ$ from orbital 1 towards orbital 2. A tilt towards orbital 3 feels no such pull, because $q_1-q_3\approx0$ at the start, and it survives up to about $46^\circ$. Survival therefore needs a small weight on orbital 2 rather than closeness to orbital 1; 27 runs still end in minimum 1. The size of the gain belongs to this biased start: for an undistorted cage the term in $g$ drops out. The formula then gives $3/3.02=0.99$ for a tilt towards orbital 2 alone, and $3/(3-0.015)=1.005$ for a tilt towards the lower mixture of orbitals 2 and 3. Both factors are close to one, so the strong pull is absent. From that start the hold brings no gain: about 36\% of uniform trials reach minimum 1 without it and 34\% with it. From the cage of minimum 1 the hold lowers the fraction from about 90\% to 36\%. The hold removes the bias of the start; it does not favour the global minimum. After the hold the memory of the old cage has fallen to $0.95^{60}=0.046$. At the release cages, the held output deviates from the trial by at most $1-c^Tn_tc=0.004$.

One trial shows the sequence. The angles $\alpha=167.93^\circ$ and $\chi=8.96^\circ$ give weights $(0.933,0.043,0.024)$. At release the weights are $(0.950,0.032,0.018)$, the cage is $(0.903,0.079,0.018)$ and the energy is $-0.269$ eV. The free iteration then lowers the energy to $-0.300$ eV, with the electron in orbital 1.

The estimated hit probability is $p=106/300=0.353$, with a binomial standard error of 0.028. Equation (\ref{trials}) gives $4.605/0.436=10.6$ for this estimate, but $4.605/0.393=11.7$ if $p$ is one standard error lower. A sample of 20000 trials gives $p=0.337\pm0.003$ and 11.2, so 12 trials are needed. In 100 consecutive groups of three trials, 25\% miss minimum 1, against the expected $(1-0.353)^3=27\%$.

\section{Failure modes and remedies}

\textbf{An unseen basin.} The estimate of $p$ says nothing about a minimum that was never reached. A basin with $p=0.01$ is missed by 300 trials with probability $0.99^{300}=0.05$. Outside a model with an independent search, the result is the lowest state found, with a confidence that depends on the smallest basin considered.

\textbf{Symmetrization.} Averaging $n_t$ over cubic operations turns any one-electron $t_{2g}$ trial into $\frac13\mathbf1$ and removes the control. Symmetry operations that the trial orbital does not share must be switched off.

\textbf{A hold that is too short.} The factor $(1-\eta)^K$, or the slowest relaxation of the real calculation, sets the scale on which the old cage is forgotten. The bias that a given remainder causes also depends on how fast the orbital rotates after release, by (\ref{growth}), compared with how fast the cage follows. In a restart from a converged state the old cage favours its own minimum: 252 of 300 runs end in minimum 2 without a hold, against 100 with it.

\textbf{A weak trial potential.} If $W/U$ is not small, (\ref{hold}) no longer ensures that the output resembles the trial. The overlap $c^Tn_tc$ should be monitored during the hold.

\textbf{False convergence.} The residual of the occupation matrix should be tested along with the energy. A small random rotation of the final $n$, followed by further iterations, exposes a saddle if the tilt has a component along a growing direction and the run continues long enough for it to grow.
